# Why Equal Zeeman Splitting Leaves the Donor Ionization Constant Unchanged

Anyone who computes the electron density of a cold, lightly doped semiconductor in a magnet has to decide where the Zeeman energy goes. The calculation contains two factors of two from spin: one in the density of states of the band, one in the weight of the neutral donor. The field alters both. Should one correct the band, the donor, both or neither? For silicon-like parameters at 20 K and 10 T, correcting one alone moves the electron density by 5 to 6 percent in a crystal partly compensated by acceptors, and by about 3 percent in an uncompensated one, where the density goes as the square root of the ionization constant. Correcting both leaves it where it was, provided that spin energy simply adds to orbital energy, that bound and free electrons have the same $g$ factor, that the band electrons are dilute, and that donors holding a second electron are negligibly rare.

## The model

Let $n$ be the density of free electrons, $N_+$ that of ionized donors and $N_0$ that of neutral donors. The ionization constant is

$$K=\frac{nN_+}{N_0}.$$

A field $B$ gives each electron the spin energy $-s\,g\mu_BB/2$, where $s=+1$ if its magnetic moment lies along the field and $s=-1$ if it lies against it. The two spin levels are $g\mu_BB$ apart. Two dimensionless quantities carry the field and the chemical potential:

$$x=\frac{g\mu_BB}{2k_BT},\qquad \eta=\frac{\mu-E_c}{k_BT},$$

with $\mu$ the chemical potential and $E_c$ the band edge without field.

The donor binds one electron with energy $E_d$, in one orbital with two spin states. Its ionized core has no electron spin, and a second bound electron is excluded for now. The field acts on spin alone; its action on the orbits is estimated near the end.

**Free electrons.** In a dilute band the Fermi occupation reduces to a Boltzmann factor. An electron with kinetic energy $\varepsilon$ and spin $s$ has energy $E_c+\varepsilon-s\,g\mu_BB/2$, so its state is occupied with probability $e^{\eta+sx}e^{-\varepsilon/k_BT}$. The sum of $e^{-\varepsilon/k_BT}$ over the orbital states of one spin, per volume, is called $N_c/2$. Hence

$$n_s=\frac{N_c}{2}e^{\eta+sx},\qquad n=n_++n_-=N_ce^{\eta}\cosh x. \tag{1}$$

For $M$ ellipsoidal valleys with masses $m_t,m_t,m_l$, each direction of motion contributes

$$\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,e^{-\hbar^2k^2/2mk_BT}=\frac{\sqrt{2\pi mk_BT}}{h}.$$

Multiplying three such factors, then by $M$ valleys and two spins, gives

$$N_c=2M\left(\frac{2\pi m_dk_BT}{h^2}\right)^{3/2},\qquad m_d=(m_t^2m_l)^{1/3}.$$

**Donors.** In the grand-canonical ensemble the empty donor has weight 1. The donor holding an electron of spin $s$ has energy $E_c-E_d-s\,g\mu_BB/2$ and therefore weight $e^{\eta+E_d/k_BT+sx}$. Ratios of weights are ratios of populations:

$$\frac{N_{0,s}}{N_+}=e^{\eta+E_d/k_BT+sx},\qquad \frac{N_0}{N_+}=2\cosh x\;e^{\eta+E_d/k_BT}. \tag{2}$$

## The cancellation, one spin at a time

Divide the first part of (1) by the first part of (2):

$$\frac{n_sN_+}{N_{0,s}}=\frac{N_c}{2}\,e^{-E_d/k_BT}. \tag{3}$$

The factors $e^{\eta}$ and $e^{sx}$ have both dropped out. Each spin species has its own ionization equilibrium, and the constant is the same for both species and for every field. The reason is energetic. An electron that leaves the donor without turning its spin takes its Zeeman energy with it, so the energy needed is $E_d$ as before.

Calling the right side of (3) $K$, we have $n_s=KN_{0,s}/N_+$. Summing over $s$ gives $n=KN_0/N_+$, so that

$$K(T,B)=\frac{N_c}{2}e^{-E_d/k_BT}=K(T,0). \tag{4}$$

Both populations are polarized all the same. From (1) and (2),

$$P=\frac{n_+-n_-}{n_++n_-}=\frac{e^x-e^{-x}}{e^x+e^{-x}}=\tanh x,$$

and the donors give the same expression.

Ionization with a spin flip does cost a different energy, $E_d+g\mu_BB$ or $E_d-g\mu_BB$ depending on the direction of the flip. This does not disturb (4), because equilibrium populations depend on the energies of the states and not on the route between them.

The limit of strong polarization shows what happens to the factors of two. For $x\gg1$ one spin species remains. The band has lost half its states, and the donor has lost one of its two. With energies measured from the lower spin level, the band contributes $N_c/2$ and the donor a weight of 1, where before they contributed $N_c$ and 2. The quotient is the same.

## What does change K

Let the $g$ factors differ, with $x_f$ for free and $x_b$ for bound electrons. Then (1) contains $\cosh x_f$, (2) contains $\cosh x_b$, and

$$\frac{K(B)}{K(0)}=\frac{\cosh x_f}{\cosh x_b}. \tag{5}$$

Take the logarithm and differentiate at fixed temperature. Since $dx_f/dB=g_f\mu_B/2k_BT$, and likewise for $x_b$,

$$\frac{\partial\ln K}{\partial B}=\frac{1}{k_BT}\left(\frac{g_f\mu_B}{2}\tanh x_f-\frac{g_b\mu_B}{2}\tanh x_b\right)=\frac{m_f-m_b}{k_BT}. \tag{6}$$

Here $m_f$ and $m_b$ are the mean moments of a free and a bound electron along the field. A field shifts the ionization equilibrium when ionization changes the magnetic moment. With equal $g$, and under the assumptions behind (1) and (2), the mean moment is the same before and after, however large it is.

As a contrasting case, take $g_f=2$ and $g_b=1$ at 20 K and 10 T. The mean moments are $0.324\,\mu_B$ and $0.083\,\mu_B$. With $\mu_B/k_BT=0.0336$ per tesla, (6) gives $0.241\times0.0336=0.0081$ per tesla: at 10 T, $K$ rises at a rate of about 0.8 percent per tesla.

## Numbers for a cold donor-doped crystal

The following parameters are round and rough, in the regime of phosphorus in silicon: $E_d=45$ meV, $m_t=0.19\,m_0$, $m_l=0.92\,m_0$, six valleys and $g=2$. The crystal holds $N_D=10^{15}$ donors and $N_A=10^{13}$ acceptors per cm³. At 20 K, $k_BT=1.7235$ meV, so $E_d/k_BT=26.11$ and $N_c=4.72\times10^{17}$ cm⁻³. Equation (4) gives

$$K=2.36\times10^{17}\;e^{-26.11}\ \text{cm}^{-3}=1.08\times10^{6}\ \text{cm}^{-3}.$$

Every acceptor has taken an electron, so neutrality reads $N_+=n+N_A$, and the neutral donors are the rest, $N_0=N_D-N_A-n$. Therefore

$$\frac{n(n+N_A)}{N_D-N_A-n}=K. \tag{7}$$

Both $n$ and $K$ are far below $N_A$, so $n\approx K(N_D-N_A)/N_A=99K=1.07\times10^{8}$ cm⁻³. About one donor in ten million has given its electron to the band. The digits belong to the rounded parameters: raising $E_d$ by 0.6 meV would lower $K$ and $n$ by about 30 percent, while the ratios between field and zero field below would not change.

At 10 T the Zeeman splitting is 1.158 meV, which gives $x=0.336$, $\cosh x=1.057$ and $P=0.324$. A net polarization of nearly one third appears in the band and on the donors, while $K$ and $n$ stay at their zero-field values. If the splitting is put into the band alone, $K$ is multiplied by 1.057 and $n$ becomes $1.13\times10^8$ cm⁻³. If it is put into the donors alone, $K$ is multiplied by $1/1.057=0.946$ and $n$ becomes $1.01\times10^8$ cm⁻³.

The chemical potential does respond. With $n$ fixed, (1) requires $e^{\eta}\cosh x$ to be fixed, so

$$\mu(B)-\mu(0)=-k_BT\ln\cosh x=-0.095\ \text{meV}.$$

It moves from 38.28 to 38.37 meV below the band edge. Each electron, bound or free, has lowered its free energy by $k_BT\ln\cosh x$, and $\mu$ follows.

An experiment that looks for the cancellation must separate it from the orbital effects estimated near the end, and it needs good thermometry. Because $K\propto T^{3/2}e^{-E_d/k_BT}$,

$$\frac{d\ln K}{dT}=\frac{1}{T}\left(\frac32+\frac{E_d}{k_BT}\right)=\frac{27.6}{20\ \text{K}}=1.38\ \text{K}^{-1}.$$

One uncancelled factor $\cosh x$ has logarithm 0.055, which a temperature rise of 40 mK would imitate.

## How far the argument reaches

**More orbitals.** Suppose the donor has many bound orbitals with energies $\epsilon_j$, and spin energy simply adds to orbital energy. The one-electron sum over states is then

$$\sum_{j,s}e^{-\epsilon_j/k_BT+sx}=2\cosh x\sum_je^{-\epsilon_j/k_BT}.$$

The spin factor is the same as for a single orbital, so excited states alter $K$ but not its independence of the Zeeman energy.

More generally, once summed over spin, (1) and (2) contain field and chemical potential only in the combination $e^\eta\cosh x$. Any set of donors with spin-independent energies, even energies that differ from site to site, keeps this property. Neutrality then fixes the combination, and $n$ does not depend on the Zeeman energy.

**Spin-orbit coupling.** Here the factorization can fail. Take two bound orbitals with Hamiltonian $H/k_BT=\lambda\tau_y\sigma_x-x\sigma_z$, where $\tau_y$ acts on the orbitals and $\sigma_x,\sigma_z$ on the spin. For $\tau_y=\pm1$ the spin sees two perpendicular terms, $\pm\lambda\sigma_x$ and $-x\sigma_z$, so the energies are $\pm\sqrt{\lambda^2+x^2}$, each occurring twice. The field multiplies the donor's sum over states by

$$\frac{\cosh\sqrt{\lambda^2+x^2}}{\cosh\lambda}=1.034\quad\text{for }\lambda=1.5,\ x=0.336,$$

instead of 1.057. If the band electrons keep their factor of 1.057, $K$ rises by about 2 percent.

**A band that is not dilute.** Each spin species then obeys the exclusion principle separately. Expanding the Fermi function to second order in $z=e^\eta$ adds a term $-e^{2(\eta+sx)}e^{-2\varepsilon/k_BT}$. With a density of states proportional to $\sqrt\varepsilon$, doubling the exponent divides the energy integral by $2^{3/2}$. So

$$n_s=\frac{N_c}{2}\left(ze^{sx}-\frac{z^2e^{2sx}}{2^{3/2}}\right),\qquad \frac{n}{N_c}=z\cosh x-\frac{z^2\cosh2x}{2^{3/2}}.$$

Equation (2) still holds for the donors, so $K$ is the constant (4) times $(n/N_c)/(z\cosh x)$. In the small term we may set $z=n/(N_c\cosh x)$. Using $\cosh2x=\cosh^2x+\sinh^2x$, we find to first order in $n/N_c$, with $P=\tanh x$ now the dilute-limit polarization,

$$K=\frac{N_c}{2}e^{-E_d/k_BT}\left[1-\frac{n}{N_c}\,\frac{1+P^2}{2^{3/2}}\right]. \tag{8}$$

Polarization crowds electrons into one spin species, where they exclude each other more strongly. In the example $n/N_c=2\times10^{-10}$ and the correction is negligible. For a contrast, hold $n=N_c$ at the same $x$. Integrating the full Fermi function numerically and solving for $\eta$ gives $K(B)/K(0)=0.976$. Exclusion alone already lowers $K$ to 0.71 of its dilute value at this density; the factor 0.976 is the further change made by the field. Neither number describes a state that the example's crystal could reach.

## Beside real silicon

The binding energy, masses and doping are ordinary values for lightly phosphorus-doped silicon. A field of 10 T belongs to a laboratory magnet, not to a normal device. Of the assumptions made about the field, the one that real silicon breaks most strongly here is that the field leaves the orbits alone.

In a valley with cyclotron mass $m_c$, motion across the field is gathered into Landau levels $(N+\tfrac12)\hbar eB/m_c$, each holding $eB/h$ states per area and spin. Without field the corresponding Boltzmann sum is $m_ck_BT/2\pi\hbar^2$. With $y=\hbar eB/2m_ck_BT$, the ratio of the two sums is

$$\frac{eB}{h}\,\frac{2\pi\hbar^2}{m_ck_BT}\sum_{N=0}^{\infty}e^{-(2N+1)y}=2y\,\frac{1}{2\sinh y}=\frac{y}{\sinh y}.$$

Let the field lie along a valley axis. Two valleys have $m_c=m_t$ and a factor of 0.62; four have $m_c=\sqrt{m_tm_l}$ and a factor of 0.90. The average, $(2\times0.62+4\times0.90)/6$, is 0.81.

The field also squeezes the bound orbit. For a bound electron of isotropic mass $\bar m$, the term $e^2B^2(x_1^2+x_2^2)/8\bar m$, with $x_1,x_2$ the coordinates across the field, raises the donor level. For a hydrogen-like ground state of radius $a$, $\langle x_1^2+x_2^2\rangle=2a^2$, so the shift is $e^2B^2a^2/4\bar m$. I take $\bar m=3/(2/m_t+1/m_l)$ and $a=\hbar/\sqrt{2\bar mE_d}=1.8$ nm. The shift is then 0.056 meV, and $K$ grows by a factor $e^{0.056/1.72}=1.03$. This isotropic orbital overstates the shift: an anisotropic valley envelope with a Coulomb tail and a short-range core adjusted to 45 meV gives about 0.034 meV, a factor of 1.02.

Together these estimates give 0.82 to 0.83 for the field along a valley axis. For the field along [110] or [111] the Landau average is 0.80 or 0.79 instead of 0.81. In such a crystal $K$ should therefore fall by roughly 17 to 19 percent at 10 T, for orbital reasons. That is about three times the size of either Zeeman factor alone. A calculation for this regime should use $K$ from (4), with its $N_c/2$ and without any Zeeman factor $\cosh x$, and multiply it by the orbital factors.

Four other omissions can be estimated too. The first three are small, and the last does not depend on spin:

- A $g$ mismatch of $10^{-3}$, assumed here, changes $K$ by the fraction $x\tanh x\,\delta g/g=5\times10^{-5}$.
- Five excited donor orbitals about 12 meV above the ground state hold $5e^{-12/1.72}=0.5$ percent of the ground-state population. They lower $K$ by that fraction with or without Zeeman splitting.
- A donor with two electrons in a spin singlet has no Zeeman factor, so its population does not follow the cancellation. For a second binding energy $E_2\approx2$ meV, its ratio to neutral donors is $n\,e^{E_2/k_BT}/(2N_c\cosh^2x)=3\times10^{-10}$.
- A sphere that holds one acceptor on average has the radius $(4\pi N_A/3)^{-1/3}=288$ nm. At that distance, with a relative permittivity of 11.7, the Coulomb energy of two elementary charges is 0.43 meV, or $0.25\,k_BT$. If the ionization energy fell by this amount, $K$ would rise by a factor of about 1.3. This is only a measure of size, because ionized donors tend to lie near acceptors and one distance cannot represent them all. Being independent of spin, the Coulomb energy gives the Zeeman energy no hold on $n$.
